**Two-layer hydrogen permeation tested by shooting and by a hopping model**

The program tests $J=(\sqrt{p_{\rm up}}-\sqrt{p_{\rm down}})/(R_A+R_B)$ with $R_i=L_i/(D_iS_i)$, where $J$ is the flux of H atoms, $p$ the gas pressure, and $L_i$, $D_i$ and $S_i$ the thickness, diffusivity and Sieverts constant of layer $i$. It integrates the transport equation for a continuous chemical potential and finds the flux by shooting; the result must agree with the formula to a relative $10^{-7}$ for both layer orders and for layer B alone. A separate hopping model fixes only the ratio of the interface rates, by detailed balance, and its errors in flux and concentration ratio must halve when the number of planes doubles. With 800 planes per layer it gives $1.8008\times10^{-6}$ mol m⁻² s⁻¹ against $1.8000\times10^{-6}$ from the formula, and a concentration ratio of 9.981 against 10. The program also asserts the flux and concentration ratio for a slow interface. An explicit count of states for atoms shared between gas and lattice sites gives a pressure exponent of 0.4998, consistent with the square root in Sieverts' law.

## Program and output

```python
"""
Steady hydrogen permeation through two layers obeying Sieverts' law.
Result under test:
    J = (sqrt(p_up) - sqrt(p_down)) / (R_A + R_B),  R_i = L_i / (D_i S_i)
J: flux of H atoms; L: thickness; D: diffusivity; S: Sieverts constant,
c = S sqrt(p); c: concentration of H atoms; p: pressure of H2 gas.
The chemical potential mu is continuous at the interface, c is not.
Tests: counting of states, shooting on the equation for mu, and a hopping
model with detailed balance. All quantities are in SI units internally.
"""
import numpy as np
from scipy.constants import R as gas_constant
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import gammaln

# Round model parameters: (L in m, D in m^2/s, S in mol m^-3 Pa^-1/2)
layer_A = (2e-6, 1e-12, 0.02)
layer_B = (1e-3, 1e-10, 0.20)
p_up, p_down = 9.0e4, 9.0e2
temperature = 600.0
p_ref = 1.0e5
RT = gas_constant * temperature


def resistance(layer):
    L, D, S = layer
    return L / (D * S)


def mu_gas(p):
    """Chemical potential per H atom, relative to half that of H2 at p_ref."""
    return 0.5 * RT * np.log(p / p_ref)


# Derived formula
LA, DA, SA = layer_A
LB, DB, SB = layer_B
RA, RB = resistance(layer_A), resistance(layer_B)
u_up, u_down = np.sqrt(p_up), np.sqrt(p_down)
J = (u_up - u_down) / (RA + RB)
u_int = u_up - J * RA
p_int = u_int**2
cA_face, cA_int = SA * u_up, SA * u_int
cB_int, cB_face = SB * u_int, SB * u_down


# Test 1: half power of Sieverts' law from explicit counting of states.
# A closed box shares atoms between ideal-gas molecules and lattice sites.
def mean_populations(atoms, sites=1e7, molecule_weight=5e10):
    molecules = np.arange(atoms // 2 + 1)
    dissolved = atoms - 2 * molecules
    log_w = (gammaln(sites + 1) - gammaln(dissolved + 1)
             - gammaln(sites - dissolved + 1)
             + molecules * np.log(molecule_weight) - gammaln(molecules + 1))
    w = np.exp(log_w - log_w.max())
    w /= w.sum()
    return w @ dissolved, w @ molecules


d1, g1 = mean_populations(2000)
d2, g2 = mean_populations(20000)
sieverts_power = np.log(d2 / d1) / np.log(g2 / g1)
# Finite numbers of particles and sites shift the power by under 0.002.
assert abs(sieverts_power - 0.5) < 2e-3


# Test 2: integrate J = -(D c / RT) dmu/dx from the downstream face, with
# mu continuous at the interface, and find J that meets the upstream gas.
def shoot(layers):
    def march(flux):
        mu, marks = mu_gas(p_down), []
        for L, D, S in reversed(layers):
            def slope(z, m):
                c = S * np.sqrt(p_ref) * np.exp(m / RT)
                return flux * RT * L / (D * c)
            sol = solve_ivp(slope, (0.0, 1.0), [mu], method="DOP853",
                            rtol=1e-10, atol=1e-7)
            assert sol.success
            mu = sol.y[0, -1]
            marks.append(mu)
        return marks

    flux = brentq(lambda f: march(f)[-1] - mu_gas(p_up), 1e-8, 1e-4,
                  xtol=1e-16, rtol=1e-12)
    return flux, march(flux)[0]


J_shoot, mu_int = shoot([layer_A, layer_B])
J_swap, mu_int_swap = shoot([layer_B, layer_A])
J_bare_shoot, _ = shoot([layer_B])
J_bare = (u_up - u_down) / RB
u_int_swap = u_up - J * RB
assert abs(J_shoot / J - 1) < 1e-7
assert abs(J_swap / J - 1) < 1e-7
assert abs(J_bare_shoot / J_bare - 1) < 1e-7
assert abs(mu_int - mu_gas(p_int)) < 1e-3
assert abs(mu_int_swap - mu_gas(u_int_swap**2)) < 1e-3


# Test 3: hopping between planes. At the interface only the ratio of forward
# and backward rates is set, by detailed balance at zero flux.
def hopping(n, interface_resistance=None):
    hA, hB = LA / n, LB / n
    forward = np.r_[np.full(n, DA / hA**2), np.full(n - 1, DB / hB**2)]
    backward = forward.copy()
    if interface_resistance is not None:
        forward[n - 1] = 1 / (interface_resistance * SA * hA)
    backward[n - 1] = forward[n - 1] * SA * hA / (SB * hB)
    size = 2 * n
    matrix, rhs = np.zeros((size, size)), np.zeros(size)
    matrix[0, 0] = matrix[-1, -1] = 1.0
    rhs[0], rhs[-1] = SA * u_up * hA, SB * u_down * hB
    for j in range(1, size - 1):
        matrix[j, j - 1] = forward[j - 1]
        matrix[j, j] = -backward[j - 1] - forward[j]
        matrix[j, j + 1] = backward[j]
    amount = np.linalg.solve(matrix, rhs)
    flux = forward[n - 1] * amount[n - 1] - backward[n - 1] * amount[n]
    jump = (amount[n] / hB) / (amount[n - 1] / hA)
    return flux, jump


J_400, jump_400 = hopping(400)
J_800, jump_800 = hopping(800)
# One plane spacing is lost at the edges, so errors scale as 1/n.
assert abs(J_800 / J - 1) < 1e-3
assert abs((J_400 - J) / (J_800 - J) - 2) < 0.05
assert abs(jump_800 / (SB / SA) - 1) < 5e-3
assert abs((jump_400 - SB / SA) / (jump_800 - SB / SA) - 2) < 0.05

# A slow interface adds a resistance and changes the concentration ratio.
R_slow = 5e7
J_slow_hop, jump_slow_hop = hopping(800, R_slow)
J_slow = (u_up - u_down) / (RA + RB + R_slow)
jump_slow = SB * (u_down + J_slow * RB) / (SA * (u_up - J_slow * RA))
assert abs(J_slow_hop / J_slow - 1) < 2e-3
assert abs(jump_slow_hop / jump_slow - 1) < 5e-3

# Wrong assumption: continuous concentration with the same outer faces
J_wrong = (cA_face - cB_face) / (LA / DA + LB / DB)
assert abs(J_wrong) < 1e-6 * J_shoot

# Stored hydrogen in layer B, from its linear concentration profile
store_B = 0.5 * (cB_int + cB_face) * LB
store_B_swap = 0.5 * SB * (u_up + u_int_swap) * LB
drop_A = mu_gas(p_up) - mu_int
drop_B = mu_int - mu_gas(p_down)

print("INPUTS (model parameters)")
print(f"temperature = {temperature:.0f} K")
print(f"L_A = {LA:.1e} m, L_B = {LB:.1e} m")
print(f"D_A = {DA:.1e} m^2/s, D_B = {DB:.1e} m^2/s")
print(f"S_A = {SA:.2f}, S_B = {SB:.2f} mol m^-3 Pa^-1/2")
print(f"p_up = {p_up:.0f} Pa, p_down = {p_down:.0f} Pa")
print("RESULTS (fluxes count H atoms unless stated)")
print(f"sqrt(p_up) = {u_up:.1f}, sqrt(p_down) = {u_down:.1f} Pa^1/2")
print(f"permeability D_A S_A = {DA*SA:.2e} mol m^-1 s^-1 Pa^-1/2")
print(f"permeability D_B S_B = {DB*SB:.2e} mol m^-1 s^-1 Pa^-1/2")
print(f"R_A = {RA:.2e} Pa^1/2 m^2 s/mol")
print(f"R_B = {RB:.2e} Pa^1/2 m^2 s/mol")
print(f"R_A + R_B = {RA+RB:.2e} Pa^1/2 m^2 s/mol")
print(f"flux J, formula = {J:.4e} mol m^-2 s^-1")
print(f"flux J, shooting = {J_shoot:.4e} mol m^-2 s^-1")
print(f"flux J, hopping, 400 planes/layer = {J_400:.4e} mol m^-2 s^-1")
print(f"flux J, hopping, 800 planes/layer = {J_800:.4e} mol m^-2 s^-1")
print(f"flux of H2 molecules = {J/2:.4e} mol m^-2 s^-1")
print(f"drop of sqrt(p): A {J*RA:.1f}, B {J*RB:.1f} Pa^1/2")
print(f"interface sqrt(p) = {u_int:.1f} Pa^1/2")
print(f"interface equivalent pressure = {p_int:.0f} Pa")
print(f"c in A: outer face {cA_face:.2f}, interface {cA_int:.2f} mol/m^3")
print(f"c in B: interface {cB_int:.2f}, outer face {cB_face:.2f} mol/m^3")
print(f"concentration ratio B/A at interface = {cB_int/cA_int:.2f}")
print(f"same ratio, hopping, 800 planes/layer = {jump_800:.3f}")
print(f"drop of mu: A {drop_A/1e3:.3f}, B {drop_B/1e3:.3f} kJ/mol")
print(f"flux if c were continuous = {abs(J_wrong):.1e} mol m^-2 s^-1")
print(f"flux, layer B alone = {J_bare:.4e} mol m^-2 s^-1")
print(f"reduction factor from layer A = {J_bare/J:.2f}")
print("LAYERS EXCHANGED (B upstream)")
print(f"flux, shooting = {J_swap:.4e} mol m^-2 s^-1")
print(f"interface equivalent pressure = {u_int_swap**2:.0f} Pa")
print(f"H stored in B: A upstream {store_B:.4f} mol/m^2")
print(f"H stored in B: B upstream {store_B_swap:.4f} mol/m^2")
print(f"ratio of stored H = {store_B_swap/store_B:.2f}")
print("SLOW INTERFACE (A upstream)")
print(f"added resistance = {R_slow:.2e} Pa^1/2 m^2 s/mol")
print(f"flux: formula {J_slow:.4e}, hopping {J_slow_hop:.4e} mol m^-2 s^-1")
print(f"ratio c_B/c_A: formula {jump_slow:.3f}, hopping {jump_slow_hop:.3f}")
print("SIEVERTS POWER")
print(f"power of p from counting of states = {sieverts_power:.4f}")
print("PASS")
```

Printed output:

```
INPUTS (model parameters)
temperature = 600 K
L_A = 2.0e-06 m, L_B = 1.0e-03 m
D_A = 1.0e-12 m^2/s, D_B = 1.0e-10 m^2/s
S_A = 0.02, S_B = 0.20 mol m^-3 Pa^-1/2
p_up = 90000 Pa, p_down = 900 Pa
RESULTS (fluxes count H atoms unless stated)
sqrt(p_up) = 300.0, sqrt(p_down) = 30.0 Pa^1/2
permeability D_A S_A = 2.00e-14 mol m^-1 s^-1 Pa^-1/2
permeability D_B S_B = 2.00e-11 mol m^-1 s^-1 Pa^-1/2
R_A = 1.00e+08 Pa^1/2 m^2 s/mol
R_B = 5.00e+07 Pa^1/2 m^2 s/mol
R_A + R_B = 1.50e+08 Pa^1/2 m^2 s/mol
flux J, formula = 1.8000e-06 mol m^-2 s^-1
flux J, shooting = 1.8000e-06 mol m^-2 s^-1
flux J, hopping, 400 planes/layer = 1.8015e-06 mol m^-2 s^-1
flux J, hopping, 800 planes/layer = 1.8008e-06 mol m^-2 s^-1
flux of H2 molecules = 9.0000e-07 mol m^-2 s^-1
drop of sqrt(p): A 180.0, B 90.0 Pa^1/2
interface sqrt(p) = 120.0 Pa^1/2
interface equivalent pressure = 14400 Pa
c in A: outer face 6.00, interface 2.40 mol/m^3
c in B: interface 24.00, outer face 6.00 mol/m^3
concentration ratio B/A at interface = 10.00
same ratio, hopping, 800 planes/layer = 9.981
drop of mu: A 4.571, B 6.916 kJ/mol
flux if c were continuous = 0.0e+00 mol m^-2 s^-1
flux, layer B alone = 5.4000e-06 mol m^-2 s^-1
reduction factor from layer A = 3.00
LAYERS EXCHANGED (B upstream)
flux, shooting = 1.8000e-06 mol m^-2 s^-1
interface equivalent pressure = 44100 Pa
H stored in B: A upstream 0.0150 mol/m^2
H stored in B: B upstream 0.0510 mol/m^2
ratio of stored H = 3.40
SLOW INTERFACE (A upstream)
added resistance = 5.00e+07 Pa^1/2 m^2 s/mol
flux: formula 1.3500e-06, hopping 1.3513e-06 mol m^-2 s^-1
ratio c_B/c_A: formula 5.909, hopping 5.906
SIEVERTS POWER
power of p from counting of states = 0.4998
PASS
```
